# Why nearest-neighbour bcc springs leave a free shear: a program that tests the result

```python
"""
Result under test: a bcc crystal with unstressed first-neighbour central
springs has C11-C12 = 0 and a zero [110] branch polarised along [1,-1,0].
Second-neighbour springs K2 give C' = (C11-C12)/2 = K2/a and
M omega^2 = 4 K2 sin^2(q a/2), for wavevector (q,q,0).
Symbols: a cubic edge, M atomic mass, K1 and K2 spring constants,
tension T_s = phi_s'(R_s)/R_s for neighbour shell s.
Hartree atomic units are used except in the Lennard-Jones check.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

a, M, K1, K2 = 10.0, 1.0e5, 0.010, 0.002
FIRST = np.array(list(itertools.product([-0.5, 0.5], repeat=3)))
SECOND = np.vstack([np.eye(3), -np.eye(3)])
SHELLS = (FIRST, SECOND)
e_T1 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
e_T2 = np.array([0.0, 0.0, 1.0])
e_L = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)


def curvature(energy, h):
    """Five-point second derivative at zero."""
    return (-energy(2*h) + 16*energy(h) - 30*energy(0.0)
            + 16*energy(-h) - energy(-2*h)) / (12*h*h)


def spring_potentials(k1, k2, tension1=0.0, tension2=0.0):
    """Bond energies expanded about the bcc bond lengths."""
    r1, r2 = np.sqrt(3)*a/2, a
    return (lambda r: tension1*r1*(r-r1) + 0.5*k1*(r-r1)**2,
            lambda r: tension2*r2*(r-r2) + 0.5*k2*(r-r2)**2)


def atom_energy(deformation, potentials, edge=a):
    total = 0.0
    for vectors, phi in zip(SHELLS, potentials):
        lengths = np.linalg.norm(edge*vectors @ deformation.T, axis=1)
        total += 0.5*np.sum(phi(lengths))
    return total


def strain_curvature(direction, potentials, edge=a):
    """Second derivative of energy per reference volume."""
    def density(x):
        return atom_energy(np.eye(3)+x*direction, potentials, edge)/(edge**3/2)
    return curvature(density, 0.005)


def slide_energy(amplitude, period, potentials):
    """Energy per atom when (110) planes slide along [1,-1,0]."""
    u = amplitude*np.cos(2*np.pi*np.arange(period)/period)
    total = 0.0
    for vectors, phi in zip(SHELLS, potentials):
        for vector in vectors:
            step = int(round(vector[0]+vector[1]))
            relative = np.roll(u, -step)-u
            bonds = a*vector + relative[:, None]*e_T1
            total += 0.5*np.mean(phi(np.linalg.norm(bonds, axis=1)))
    return total


def slide_stiffness(period, potentials):
    """M omega^2 obtained from the explicit energy of a frozen wave."""
    mean_square = np.mean(np.cos(2*np.pi*np.arange(period)/period)**2)
    return curvature(lambda x: slide_energy(x, period, potentials),
                     0.05)/mean_square


def force_matrix(q, k1, k2):
    """M times the dynamical matrix, summed over neighbours."""
    result = np.zeros((3, 3))
    for vectors, k in zip(SHELLS, (k1, k2)):
        for vector in vectors:
            n = vector/np.linalg.norm(vector)
            result += k*np.outer(n, n)*(1-np.cos(a*np.dot(q, vector)))
    return result


def supercell_eigenvalues(size, k1, k2):
    """Real-space Hessian spectrum of a periodic primitive supercell."""
    primitive = 0.5*np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
    sites = list(itertools.product(range(size), repeat=3))
    index = {site: i for i, site in enumerate(sites)}
    hessian = np.zeros((3*len(sites), 3*len(sites)))
    for vectors, k in zip(SHELLS, (k1, k2)):
        for vector in vectors:
            shift = np.rint(vector @ np.linalg.inv(primitive)).astype(int)
            n = vector/np.linalg.norm(vector)
            block = k*np.outer(n, n)
            for site, i in index.items():
                j = index[tuple((np.array(site)+shift) % size)]
                hessian[3*i:3*i+3, 3*i:3*i+3] += block
                hessian[3*i:3*i+3, 3*j:3*j+3] -= block
    return np.linalg.eigvalsh(hessian)


# Elastic constants from explicit energies of deformed crystals.
def elastic_constants(potentials):
    c11 = strain_curvature(np.diag([1., 0., 0.]), potentials)
    c12 = strain_curvature(np.diag([1., 1., 0.]), potentials)/2-c11
    shear = np.array([[0., .5, 0.], [.5, 0., 0.], [0., 0., 0.]])
    c44 = strain_curvature(shear, potentials)
    cprime = strain_curvature(np.diag([1., -1., 0.]), potentials)/4
    return np.array([c11, c12, c44, cprime])


elastic_nn = elastic_constants(spring_potentials(K1, 0))
elastic = elastic_constants(spring_potentials(K1, K2))
base = 2*K1/(3*a)
assert np.allclose(elastic_nn, [base, base, base, 0], rtol=1e-6, atol=1e-10)
assert np.allclose(elastic, [base+2*K2/a, base, base, K2/a],
                   rtol=1e-6, atol=1e-10)

# Geometry of the free slide.
interplane = [v for v in FIRST if abs(v[0]+v[1]) > 1e-12]
inplane = [v for v in FIRST if abs(v[0]+v[1]) < 1e-12]
assert len(interplane) == len(inplane) == 4
assert max(abs(np.dot(v, e_T1)) for v in interplane) < 1e-12
assert min(abs(np.dot(v, e_T1)) for v in inplane) > 0.1

# All three branches from neighbour sums; polarisations are checked too.
for q in np.linspace(0.03, 1.0, 13)*np.pi/a:
    s2 = np.sin(q*a/2)**2
    for k2 in (0.0, K2):
        matrix = force_matrix([q, q, 0], K1, k2)
        for e, value in ((e_T1, 4*k2*s2), (e_T2, 8*K1*s2/3),
                         (e_L, (16*K1/3+4*k2)*s2)):
            assert np.allclose(matrix @ e, value*e, rtol=1e-11, atol=1e-14)

# The same soft branch from frozen displacements and actual bond lengths.
for period in (2, 3, 6, 8):
    s2 = np.sin(np.pi/period)**2
    assert abs(slide_stiffness(period, spring_potentials(K1, 0))) < 1e-8
    assert np.isclose(slide_stiffness(period, spring_potentials(K1, K2)),
                      4*K2*s2, rtol=1e-5)

# Complete zero-mode count and stability.
zero_counts = {}
for size in (4, 5):
    for k2 in (0.0, K2):
        values = supercell_eigenvalues(size, K1, k2)
        zero_counts[size, k2] = int(np.sum(np.abs(values) < 1e-10))
        assert values.min() > -1e-12
    assert zero_counts[size, 0.0] == 6*(size-1)+3
    assert zero_counts[size, K2] == 3
unstable_minimum = supercell_eigenvalues(4, K1, -0.05*K2).min()
assert unstable_minimum < -1e-6

# Sound speed from the small-q frequency and from elastic stiffness.
q_small = 1e-3/a
omega_small = np.sqrt(e_T1 @ force_matrix([q_small, q_small, 0], K1, K2)
                      @ e_T1/M)
speed = omega_small/(np.sqrt(2)*q_small)
density = 2*M/a**3
assert np.isclose(speed, np.sqrt(elastic[3]/density), rtol=1e-5)
assert np.isclose(speed, a*np.sqrt(K2/(2*M)), rtol=1e-5)

# Quartic energy of a first-neighbour-only zone-boundary slide.
nn_potentials = spring_potentials(K1, 0)
small_A, shown_A = 0.05, 0.5
assert np.isclose(slide_energy(small_A, 2, nn_potentials),
                  16*K1*small_A**4/(3*a*a), rtol=1e-3)
quartic_exact = slide_energy(shown_A, 2, nn_potentials)
quartic_leading = 16*K1*shown_A**4/(3*a*a)
second_slide = slide_energy(shown_A, 2, spring_potentials(0, K2))

# Finite deformation at fixed first-neighbour length, ending at fcc.
for z_ratio in np.linspace(1, np.sqrt(1.5), 7):
    x_ratio = np.sqrt((3-z_ratio**2)/2)
    path = np.diag([x_ratio, x_ratio, z_ratio])
    assert abs(atom_energy(path, nn_potentials)) < 1e-14
fcc_box = path
points = np.array(list(itertools.product(range(-2, 3), repeat=3)), float)
points = np.vstack([points, points+0.5]) @ fcc_box
distances = np.linalg.norm(points, axis=1)
nearest = distances[distances > 1e-10].min()
fcc_neighbours = int(np.sum(np.abs(distances-nearest) < 1e-10))
assert fcc_neighbours == 12
path_energy = atom_energy(fcc_box, spring_potentials(K1, K2))

# Prestressed bonds at zero pressure.
prestress_results = []
for tension in (-0.0005, 0.0005):
    potentials = spring_potentials(K1, K2, tension, -tension)
    pressure_slope = (atom_energy(1.0001*np.eye(3), potentials)
                      - atom_energy(0.9999*np.eye(3), potentials))/0.0002
    assert abs(pressure_slope) < 1e-10
    cprime = strain_curvature(np.diag([1., -1., 0.]), potentials)/4
    stiffness = slide_stiffness(2, potentials)
    assert np.isclose(cprime, (K2+tension)/a, rtol=1e-4)
    assert np.isclose(stiffness, 4*(K2+tension), rtol=1e-4)
    prestress_results.append((tension, cprime, stiffness))


# Lennard-Jones units: well depth and pair-minimum distance are one.
def lj(r):
    return r**-12-2*r**-6


def lj_tension(r):
    return 12*(r**-8-r**-14)


def lj_spring(r):
    return 156*r**-14-84*r**-8


lj_edge = brentq(lambda x: lj_tension(np.sqrt(3)*x/2)+lj_tension(x),
                 1.8/np.sqrt(3), 2.1/np.sqrt(3))
lj_r1 = np.sqrt(3)*lj_edge/2
lj_T1, lj_K2 = lj_tension(lj_r1), lj_spring(lj_edge)
lj_cprime = strain_curvature(np.diag([1., -1., 0.]), (lj, lj), lj_edge)/4
assert np.isclose(lj_cprime, (lj_K2+lj_T1)/lj_edge, rtol=1e-3)
assert lj_cprime < 0

# Numerical example.
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
time_au = physical_constants["atomic unit of time"][0]
to_gpa = hartree/bohr**3/1e9
to_thz = 1/(2*np.pi*time_au*1e12)
print(f"Cubic edge a = {a:.1f} bohr")
print(f"Mass M = {M:.0f} electron masses")
print(f"K1 = {K1:.4f} hartree/bohr^2")
print(f"K2 = {K2:.4f} hartree/bohr^2")
print(f"First-neighbour bonds per atom = {len(FIRST)//2}")
print(f"Neighbours in own (110) plane = {len(inplane)}")
print(f"Neighbours in adjacent planes = {len(interplane)}")
print("Elastic constants, hartree/bohr^3:")
for name, nn, full in zip(("C11", "C12", "C44", "C'"), elastic_nn, elastic):
    shown_nn = 0.0 if abs(nn) < 1e-10 else nn
    print(f"  {name}: K2=0 {shown_nn:.4e}; with K2 {full:.4e}")
print(f"C' with K2 = {elastic[3]*to_gpa:.3f} GPa")
print(f"Anisotropy C44/C' = {elastic[2]/elastic[3]:.4f}")
print("[110] angular frequencies with K2, 1e-4 atomic units:")
for fraction in (0.25, 0.5, 1.0):
    q = fraction*np.pi/a
    matrix = force_matrix([q, q, 0], K1, K2)
    w = [1e4*np.sqrt(e @ matrix @ e/M) for e in (e_T1, e_T2, e_L)]
    print(f"  qa/pi={fraction:.2f}: T1 {w[0]:.4f}, T2 {w[1]:.4f}, L {w[2]:.4f}")
q_N = np.array([np.pi/a, np.pi/a, 0])
omega_N = np.sqrt(e_T1 @ force_matrix(q_N, K1, K2) @ e_T1/M)
print(f"T1 frequency at N = {omega_N*to_thz:.4f} THz")
print(f"T1 sound speed = {speed:.4e} atomic units")
print("Effect of K2/K1 at fixed K1 (dimensionless ratios):")
for ratio in (0.01, 0.05, 0.20, 2/3):
    constants = elastic_constants(spring_potentials(K1, ratio*K1))
    matrix = force_matrix(q_N, K1, ratio*K1)
    frequency_ratio = np.sqrt((e_T1 @ matrix @ e_T1)/(e_T2 @ matrix @ e_T2))
    print(f"  K2/K1={ratio:.4f}: C'/C44 {constants[3]/constants[2]:.4f}, "
          f"T1/T2 at N {frequency_ratio:.4f}")
for size in (4, 5):
    print(f"Supercell L={size}, {size**3} atoms: zero modes "
          f"{zero_counts[size, 0.0]} (K2=0), {zero_counts[size, K2]} (K2>0)")
print(f"Test K2 = {-0.05*K2:.4e} hartree/bohr^2: lowest Hessian")
print(f"  eigenvalue (L=4) = {unstable_minimum:.4e} hartree/bohr^2")
print(f"N-slide amplitude = {shown_A:.2f} bohr")
print(f"  K1 energy, exact = {quartic_exact:.4e} hartree/atom")
print(f"  K1 energy, quartic term = {quartic_leading:.4e} hartree/atom")
print(f"  K2 energy, exact = {second_slide:.4e} hartree/atom")
print(f"Fixed-bond path end: edges/a = {fcc_box[0, 0]:.4f}, "
      f"{fcc_box[1, 1]:.4f}, {fcc_box[2, 2]:.4f}")
print(f"  nearest neighbours = {fcc_neighbours}")
print(f"  energy of original K2 springs = {path_energy:.4e} hartree/atom")
print("Zero-pressure prestress (tension and stiffness: hartree/bohr^2):")
for tension, cprime, stiffness in prestress_results:
    print(f"  first-shell tension {tension:+.4f}: C' {cprime:.4e} "
          f"hartree/bohr^3, M omega^2 at N {stiffness:.4e}")
print("Two-shell Lennard-Jones bcc, well depth = minimum distance = 1:")
print(f"  edge {lj_edge:.4f}, first-neighbour distance {lj_r1:.4f}")
print(f"  first-shell tension {lj_T1:.4f}, second-shell K2 {lj_K2:.4f}")
print(f"  C' = {lj_cprime:.4f} (reduced units)")
print("PASS")
```

Printed output:

```
Cubic edge a = 10.0 bohr
Mass M = 100000 electron masses
K1 = 0.0100 hartree/bohr^2
K2 = 0.0020 hartree/bohr^2
First-neighbour bonds per atom = 4
Neighbours in own (110) plane = 4
Neighbours in adjacent planes = 4
Elastic constants, hartree/bohr^3:
  C11: K2=0 6.6667e-04; with K2 1.0667e-03
  C12: K2=0 6.6667e-04; with K2 6.6667e-04
  C44: K2=0 6.6667e-04; with K2 6.6667e-04
  C': K2=0 0.0000e+00; with K2 2.0000e-04
C' with K2 = 5.884 GPa
Anisotropy C44/C' = 3.3333
[110] angular frequencies with K2, 1e-4 atomic units:
  qa/pi=0.25: T1 1.0824, T2 1.9762, L 2.9970
  qa/pi=0.50: T1 2.0000, T2 3.6515, L 5.5377
  qa/pi=1.00: T1 2.8284, T2 5.1640, L 7.8316
T1 frequency at N = 1.8610 THz
T1 sound speed = 1.0000e-03 atomic units
Effect of K2/K1 at fixed K1 (dimensionless ratios):
  K2/K1=0.0100: C'/C44 0.0150, T1/T2 at N 0.1225
  K2/K1=0.0500: C'/C44 0.0750, T1/T2 at N 0.2739
  K2/K1=0.2000: C'/C44 0.3000, T1/T2 at N 0.5477
  K2/K1=0.6667: C'/C44 1.0000, T1/T2 at N 1.0000
Supercell L=4, 64 atoms: zero modes 21 (K2=0), 3 (K2>0)
Supercell L=5, 125 atoms: zero modes 27 (K2=0), 3 (K2>0)
Test K2 = -1.0000e-04 hartree/bohr^2: lowest Hessian
  eigenvalue (L=4) = -4.0000e-04 hartree/bohr^2
N-slide amplitude = 0.50 bohr
  K1 energy, exact = 3.3113e-05 hartree/atom
  K1 energy, quartic term = 3.3333e-05 hartree/atom
  K2 energy, exact = 9.9626e-04 hartree/atom
Fixed-bond path end: edges/a = 0.8660, 0.8660, 1.2247
  nearest neighbours = 12
  energy of original K2 springs = 8.6409e-03 hartree/atom
Zero-pressure prestress (tension and stiffness: hartree/bohr^2):
  first-shell tension -0.0005: C' 1.5000e-04 hartree/bohr^3, M omega^2 at N 6.0000e-03
  first-shell tension +0.0005: C' 2.5000e-04 hartree/bohr^3, M omega^2 at N 1.0000e-02
Two-shell Lennard-Jones bcc, well depth = minimum distance = 1:
  edge 1.1263, first-neighbour distance 0.9754
  first-shell tension -2.3641, second-shell K2 -2.9227
  C' = -4.6941 (reduced units)
PASS
```
